# The Largest Region Heated by a Point Heat Pulse

A slow, heavy ion that comes to rest in a solid can hand much of its energy to the atoms near the end of its path. For a few picoseconds these atoms can form a small, very hot region, which heats its surroundings while it cools. Suppose that some process, such as melting or rapid atomic rearrangement, needs a temperature rise of at least $\theta$. If the heat is concentrated enough at the start, the region above this threshold first grows, because heat spreads outward. Later it shrinks, because the heat has become too dilute. How far from the source does the threshold ever reach?

The simplest model releases a heat $Q$ at one point, at time $t=0$, in an infinite, uniform and isotropic medium. Let $\rho$ be the mass density, $c$ the specific heat per unit mass and $D$ the thermal diffusivity, all constant. There is no latent heat and no loss of heat. Let $T(\mathbf r,t)$ be the rise above the uniform initial temperature, so that $\theta$ is also a rise and not an absolute temperature. The answer will be

$$
r_{\max}=\sqrt{\frac{3}{2\pi e}}\left(\frac{Q}{\rho c\,\theta}\right)^{1/3},
$$

where $e$ is the base of natural logarithms. The diffusivity does not appear.

The heat per unit volume is $\rho cT$. Fourier's law gives the heat current $\mathbf j=-\kappa\nabla T$, with conductivity $\kappa=\rho cD$. Conservation of energy, $\rho c\,\partial T/\partial t=-\nabla\cdot\mathbf j$, then becomes

$$
\frac{\partial T}{\partial t}=D\nabla^2T,\qquad \int\rho c\,T\,d^3r=Q .
$$

To solve this, define $\hat T(\mathbf k,t)=\int T\,e^{-i\mathbf k\cdot\mathbf r}\,d^3r$. The Laplacian turns into multiplication by $-k^2$, so each Fourier component obeys $\partial\hat T/\partial t=-Dk^2\hat T$. At $t=0$ all the heat sits at the origin, where the exponential equals 1, and therefore $\hat T(\mathbf k,0)=Q/(\rho c)$. Hence

$$
\hat T(\mathbf k,t)=\frac{Q}{\rho c}\,e^{-Dk^2t}.
$$

The inverse transform is a product of three equal one-dimensional integrals. For the $x$ direction, completing the square gives

$$
-Dtk_x^2+ik_xx=-Dt\left(k_x-\frac{ix}{2Dt}\right)^2-\frac{x^2}{4Dt}.
$$

The imaginary shift of $k_x$ does not change the integral, because the integrand has no singularities and vanishes at both distant ends of the strip between the two lines of integration. With $\int e^{-Dtk^2}dk=\sqrt{\pi/(Dt)}$,

$$
\int_{-\infty}^{\infty}\frac{dk_x}{2\pi}\,e^{-Dtk_x^2+ik_xx}
=\frac{1}{2\pi}\sqrt{\frac{\pi}{Dt}}\;e^{-x^2/(4Dt)}
=\frac{e^{-x^2/(4Dt)}}{\sqrt{4\pi Dt}} .
$$

It is convenient to measure time by the area $s=4Dt$. Multiplying the three factors gives

$$
T(r,t)=\frac{Q}{\rho c}\,\frac{e^{-r^2/s}}{(\pi s)^{3/2}} .
$$

Along each axis this Gaussian has variance $s/2$, so the mean square distance of the heat from the origin is $3s/2=6Dt$.

At any given time $T$ falls with distance, so the region where $T\ge\theta$ is a ball. Its radius $R$ follows from $T(R,t)=\theta$. Define the volume

$$
A=\frac{Q}{\rho c\,\theta},
$$

which is the volume that $Q$ could heat uniformly by $\theta$. The condition becomes $e^{R^2/s}=A/(\pi s)^{3/2}$, and taking the logarithm gives

$$
R^2=g(s)=s\ln\frac{A}{(\pi s)^{3/2}}
=s\left[\ln A-\tfrac32\ln(\pi s)\right].
$$

A real radius requires $(\pi s)^{3/2}\le A$. After that moment even the centre is below the threshold. At the other end, $g(s)\to0$ as $s\to0$, because $s\ln s\to0$. The hot ball therefore starts from a point and ends at a point, and it is largest in between.

The product rule gives

$$
g'(s)=\ln A-\tfrac32\ln(\pi s)-\tfrac32,\qquad g''(s)=-\frac{3}{2s}<0 .
$$

The second derivative is negative throughout, so there is one stationary point and it is the global maximum. Setting $g'(s_*)=0$ yields

$$
(\pi s_*)^{3/2}=A\,e^{-3/2},\qquad s_*=\frac{A^{2/3}}{\pi e}.
$$

At this point the logarithm in $g$ equals $3/2$, and so

$$
r_{\max}^2=g(s_*)=\frac32\,s_*=\frac{3}{2\pi e}\,A^{2/3}.
$$

The square root is the stated result. It also has a direct meaning: the hot ball is largest when its radius equals the root-mean-square distance of the heat from the source.

The same radius is found by standing at a fixed distance $r>0$ and waiting for the highest temperature. There

$$
\frac{\partial\ln T}{\partial s}=-\frac{3}{2s}+\frac{r^2}{s^2},
$$

which is positive for $s<2r^2/3$ and negative afterwards. The peak thus comes at $s=2r^2/3$, that is, at $t=r^2/(6D)$. Its height is

$$
T_{\text{peak}}(r)=\frac{Q}{\rho c}\left(\frac{3}{2\pi r^2}\right)^{3/2}e^{-3/2}
=\frac{Q}{\rho c}\left(\frac{3}{2\pi e}\right)^{3/2}\frac{1}{r^3}.
$$

This falls steadily with $r$ and equals $\theta$ at $r=r_{\max}$. Every point inside that radius reaches the threshold at some time, and no point outside does. The diffusivity decides when the peak arrives, but not how high it is. In this model $D$ and $t$ enter the temperature only through their product, so a change of $D$ replays the same sequence of profiles at another speed.

The largest extent occurs at

$$
t_*=\frac{s_*}{4D}=\frac{r_{\max}^2}{6D}.
$$

The ball vanishes when $(\pi s)^{3/2}=A$, or $s=A^{2/3}/\pi=e\,s_*$, which means $t_{\text{end}}=e\,t_*$. To write the whole history in one formula, use $A^{2/3}=\pi e\,s_*$ in $g$:

$$
R^2=\frac32\,s\ln\frac{e\,s_*}{s}
=r_{\max}^2\,\frac{t}{t_*}\left(1-\ln\frac{t}{t_*}\right).
$$

At $t_*$ the rise at the centre is $Q/[\rho c(\pi s_*)^{3/2}]=e^{3/2}\theta$, about 4.5 times the threshold.

Energy conservation alone gives a useful comparison. A region of volume $V$ that is everywhere at or above $\theta$ holds at least the heat $\rho c\,\theta V$. This cannot exceed $Q$, so $V\le A$. Diffusion from a point stays well below that bound:

$$
\frac{1}{A}\,\frac{4\pi}{3}r_{\max}^3=\frac{4\pi}{3}\left(\frac{3}{2\pi e}\right)^{3/2}=0.308 .
$$

To see where the rest of the heat is, integrate the profile at $t_*$ over the hot ball. With $y=r/\sqrt{s_*}$ and upper limit $b=r_{\max}/\sqrt{s_*}=\sqrt{3/2}$, the fraction of $Q$ inside is

$$
F=\frac{4}{\sqrt\pi}\int_0^b y^2e^{-y^2}dy .
$$

Since $y\,e^{-y^2}$ is the derivative of $-\tfrac12e^{-y^2}$, integration by parts gives

$$
\int_0^b y^2e^{-y^2}dy=-\frac b2e^{-b^2}+\frac12\int_0^be^{-y^2}dy
=-\frac b2e^{-b^2}+\frac{\sqrt\pi}{4}\operatorname{erf}(b),
$$

and therefore

$$
F=\operatorname{erf}\!\left(\sqrt{\tfrac32}\right)-\sqrt{\frac6\pi}\;e^{-3/2}=0.608 .
$$

Of the total heat, about 31 percent would suffice to bring the ball to the threshold. Another 30 percent is also inside, as excess above the threshold. The remaining 39 percent lies outside, where the rise is below $\theta$.

A real deposit has a finite size. Let the initial rise be a Gaussian proportional to $e^{-r^2/s_0}$ with total heat $Q$. This is the profile that a point pulse has when $4Dt=s_0$, so the later evolution is the same with $s=s_0+4Dt$. If $s_0\le s_*$, the maximum of $g$ has not yet been passed and $r_{\max}$ is unchanged. In terms of size, the condition is that the root-mean-square radius of the source, $\sqrt{3s_0/2}$, does not exceed $r_{\max}$. If $s_*<s_0<e\,s_*$, the hot ball is largest at $t=0$, with $R^2=g(s_0)<r_{\max}^2$, and shrinks from then on. If $s_0>e\,s_*$, no point ever reaches the threshold.

Another limit is a long straight track that receives a heat $q$ per unit length. If the track is much longer than the heated radius, heat spreads in two dimensions only, and two of the three Gaussian factors remain. With $r$ now the distance from the track and $B=q/(\rho c\,\theta)$, which is an area,

$$
T=\frac{q}{\rho c}\,\frac{e^{-r^2/s}}{\pi s},\qquad R^2=s\ln\frac{B}{\pi s}.
$$

The derivative of $R^2$ is $\ln[B/(\pi s)]-1$. It vanishes at $s=B/(\pi e)$, where the logarithm is 1, so the largest radius is $\sqrt{B/(\pi e)}$. The cube root for a point source becomes a square root for a line source, and $D$ is again absent.

For atoms in a solid, a simple heat capacity is that of classical harmonic vibrations, $3k_B$ per atom. With $n$ atoms per unit volume, $\rho c=3nk_B$. The number of atoms that reach the threshold is then

$$
N=n\,\frac{4\pi}{3}r_{\max}^3
=\frac{4\pi}{3}\left(\frac{3}{2\pi e}\right)^{3/2}\frac{Q}{3k_B\theta}.
$$

The density has cancelled: a denser solid has a smaller hot ball with the same number of atoms in it.

As a worked example, take round model parameters: $Q=10\,000$ eV, $\theta=1000$ K, $n=60\ \text{nm}^{-3}$ and $D=1\ \text{nm}^2/\text{ps}$. Nanometres and picoseconds suit this problem better than atomic units. The heat capacity per volume is

$$
\rho c=3\times60\times8.6173\times10^{-5}=0.01551\ \text{eV}/(\text{nm}^3\,\text{K}),
$$

and dividing $Q$ by $\rho c\,\theta=15.51\ \text{eV}/\text{nm}^3$ gives $A=644.7\ \text{nm}^3$, with cube root 8.639 nm. The largest radius is

$$
r_{\max}=0.4191\times8.639\ \text{nm}=3.62\ \text{nm},
$$

or 68.4 bohr. It is reached at $t_*=(3.62)^2/6=2.18$ ps, when the rise at the centre is about 4480 K. The hot ball vanishes at $e\times2.185=5.94$ ps. Its radius is 2.72 nm at 0.5 ps, 3.27 nm at 1 ps, 3.61 nm at 2 ps, 3.08 nm at 4 ps and 2.27 nm at 5 ps. A uniformly heated ball of volume $A$ would have a radius of 5.36 nm, so the diffusive radius is 68 percent of the estimate from energy alone.

The heat equation was also solved numerically on spherical shells, without use of the Gaussian solution. The source was a uniformly hot ball of radius $a=0.25$ nm. The largest radius came out as 3.6204 nm, against 3.6206 nm from the formula, and it was the same to the digits shown when $D$ was halved. The numerical peak time and vanishing time are earlier than the formulas by 0.005 ps and 0.009 ps. A head start of this size is expected. The mean square radius of a uniform ball is $3a^2/5$, and a point pulse needs the time $a^2/(10D)=0.006$ ps to spread that far. The recorded times are also limited by the time step of 0.005 ps. The head start accounts for the signs in the front history as well: the numerical front is slightly ahead of the formula while the ball grows, by 0.4 percent of the formula value at 0.5 ps, and slightly inside it while the ball shrinks.

The finite-source rule was tested with two Gaussians. For $s_0=s_*/2$ the largest radius is again 3.620 nm. For $s_0=2s_*$ it drops to 2.836 nm, in agreement with $\sqrt{g(2s_*)}$. In this example a Gaussian deposit may thus have a root-mean-square radius of up to 3.62 nm before its size affects the largest radius. This exact rule belongs to the Gaussian shape; for a deposit of another shape, the largest radius can change at a smaller size.

The formula for $N$ gives about 11 930 atoms. Counting the points of a simple cubic lattice inside the ball, centred on an atom, gives 11 837, which is 0.8 percent below the formula. A difference is to be expected, since a lattice does not fill a sphere smoothly at its surface. At 1.5 times the density the count is the same integer. This follows from the scaling: both $r_{\max}$ and the lattice spacing vary as $n^{-1/3}$, so the ball cuts out the same set of lattice points.

These numbers belong to the model, and its assumptions are strained in a real collision cascade. Fourier's law needs distances longer than the mean free path of the heat carriers and times longer than their relaxation time, which is not assured over a few nanometres and picoseconds. A local temperature has a clear meaning only after the atoms have shared their energy through many collisions. In the example the rise at the centre is still about 41 000 K at 0.5 ps, and the front has by then moved at a mean speed of about 5 km/s, of the order of the speed of sound in solids, so the early history lies outside the range of the model. Even at a rise of several thousand kelvin, a harmonic solid with constant coefficients is a rough description at best. Melting absorbs latent heat, and energy stored in defects or passed to the electrons is missing from the atomic heat $Q$. If the diffusivity $D=\kappa/(\rho c)$ depends on temperature, the equation is no longer linear and the Gaussian solution fails, so the prefactor 0.419 can no longer be relied on. If $c$ and $\kappa$ vary together so that $D$ stays constant, the heat per unit volume $H(T)=\int_0^T\rho c\,dT'$ still obeys the linear equation, and the result holds with $\rho c\,\theta$ replaced by $H(\theta)$.

For a point source, or a Gaussian deposit with $s_0\le s_*$, the cube root makes the radius forgiving. Since $r_{\max}\propto(Q/\theta)^{1/3}$, an error of 30 percent in the deposited heat shifts the radius by roughly 10 percent. The number of heated atoms is proportional to $Q/\theta$ and carries the full error. A wider deposit is not forgiving: there $R^2=g(s_0)$, and for the Gaussian of width $s_0=2s_*$ above, 30 percent more heat enlarges the radius by 25 percent, while 30 percent less shrinks it by 53 percent. For a line source the square root turns 30 percent into about 15 percent. The numerical output below lists the main values used here.

## Computed values

```
heat Q = 10000 eV
temperature rise theta = 1000 K
atom density n = 60 nm^-3
diffusivity D = 1.0 nm^2/ps
Boltzmann constant = 8.617333e-05 eV/K
heat capacity rho c = 0.01551 eV/(nm^3 K)
A = Q/(rho c theta) = 644.70 nm^3
cube root of A = 8.6388 nm
prefactor sqrt(3/(2 pi e)) = 0.41911
r_max, formula = 3.6206 nm = 68.42 bohr
r_max, heat-equation solver, D = 3.6204 nm
r_max, heat-equation solver, D/2 = 3.6204 nm
s* = 8.7389 nm^2
time of largest extent, formula = 2.1847 ps
time of largest extent, solver = 2.1797 ps
vanishing time, formula = 5.9387 ps
vanishing time, solver = 5.9300 ps
central rise at largest extent = 4481.7 K
heat fraction inside r_max then = 0.6084
hot volume / A = 0.3084
radius of uniformly heated ball = 5.3591 nm
r_max / that radius = 0.6756
heated atoms, formula = 11928
heated atoms, lattice count at n = 11837
heated atoms, lattice count at 1.5 n = 11837
front at 0.5 ps: formula 2.7247 nm, solver 2.7343 nm
front at 1.0 ps: formula 3.2694 nm, solver 3.2734 nm
front at 2.0 ps: formula 3.6139 nm, solver 3.6140 nm
front at 4.0 ps: formula 3.0797 nm, solver 3.0762 nm
front at 5.0 ps: formula 2.2719 nm, solver 2.2655 nm
Gaussian source s0 = s*/2, solver reach = 3.6204 nm
Gaussian source s0 = 2 s*, solver reach = 2.8362 nm
Gaussian source s0 = 2 s*, formula = 2.8363 nm
```
